\section*{Contact Hyperfine Coupling of a Shallow Muonium Donor}

\section{Problem}

A positive muon stops at an interstitial site of an oxide semiconductor and binds one conduction electron. The conduction band is parabolic and isotropic, with effective mass $m^*=0.3\,m_e$, and the static dielectric constant is $\varepsilon=9$. In vacuum muonium the contact hyperfine coupling is $A_{\rm vac}=4463$ MHz. The coupling is defined as an ordinary frequency through
\begin{equation}
\frac{H_{\rm hf}}{h}=A\,\mathbf S\cdot\mathbf I ,
\end{equation}
where $\mathbf S$ and $\mathbf I$ are the dimensionless spins $1/2$ of electron and muon.

(a) Estimate the coupling $A^*$ of the bound state in the solid by scaling. (b) Solve the hydrogenic model with the muon held fixed by the lattice, and compare with the estimate. (c) Find the muon precession lines in a field of 10 mT. (d) Decide how far the number can be trusted for a real oxide.

For (a) to (c), the dielectric screens the muon's charge uniformly down to zero distance. The electron wave function is an envelope $F(\mathbf r)$ times a Bloch function whose density at the muon equals its average over the cell. These two assumptions exclude central-cell corrections. The electron's spin moment is taken to be that of a free electron.

\section{First estimate by scaling}

The contact coupling is proportional to the two magnetic moments and to the electron density at the muon. The moments are the same in vacuum and in the solid; in particular, $m^*$ describes orbital motion and does not enter the spin moment. The density alone has to be scaled.

A state of radius $a$ has kinetic energy of order $\hbar^2/(m^*a^2)$ and potential energy of order $e^2/(4\pi\varepsilon_0\varepsilon a)$. Setting them equal gives $a\propto\varepsilon/m^*$. One electron spread over a volume of order $a^3$ has a central density proportional to $a^{-3}$. Since both states have the same 1s shape, the numerical factor cancels in the ratio:
\begin{equation}
A^*\simeq A_{\rm vac}\left(\frac{m^*}{m_e\,\varepsilon}\right)^3
=\frac{4463\ \text{MHz}}{30^3}=0.1653\ \text{MHz}.
\label{eq:scaling}
\end{equation}
This is 165 kHz. The binding energy scales differently, as $m^*/\varepsilon^2$. Applying that factor to the coupling would give 16.53 MHz, one hundred times too much, because the coupling measures a density and not an orbital energy.

\section{Exact solution of the model}

\subsection{Coupling and density}

The electron spin produces a magnetization $\mathbf M(\mathbf r)=-2|\mu_e|\,\mathbf S\,|\psi(\mathbf r)|^2$; the minus sign reflects the electron's negative charge. For an s state the density is spherical. A shell at a finite distance from the muon produces there a dipole field proportional to $3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf M)-\mathbf M$. The directional average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$, so this contribution vanishes.

What remains is the field inside a small sphere around the muon, in which $\mathbf M$ is uniform. Its $\mathbf H$ field is that of two balls of magnetic charge density $\pm\rho$, displaced by $\mathbf d$ with $\rho\mathbf d=\mathbf M$. A uniform ball has the interior field $\rho\mathbf r/3$, measured from its own centre. Hence
\begin{align}
\mathbf H&=\frac{\rho}{3}\left(\mathbf r-\frac{\mathbf d}{2}\right)
-\frac{\rho}{3}\left(\mathbf r+\frac{\mathbf d}{2}\right)
=-\frac{\mathbf M}{3},\\
\mathbf B&=\mu_0(\mathbf H+\mathbf M)=\frac{2}{3}\mu_0\mathbf M .
\end{align}
An s state has no orbital current to add to this field. The muon moment is $+2|\mu_\mu|\mathbf I$, and its energy is minus the product of moment and field. The two minus signs cancel:
\begin{equation}
hA=\frac{8}{3}\mu_0|\mu_e||\mu_\mu|\,|\psi(0)|^2 .
\label{eq:contact}
\end{equation}

\subsection{Ground state in the solid}

With the muon fixed, the envelope obeys
\begin{equation}
\left[-\frac{\hbar^2}{2m^*}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\right]F=EF .
\end{equation}
Try $F=N e^{-r/a^*}$. For a spherical function $\nabla^2F=F''+2F'/r$, so
\begin{equation}
\nabla^2F=\left(\frac{1}{a^{*2}}-\frac{2}{a^*r}\right)F .
\end{equation}
The equation must hold at every $r$. The terms in $1/r$ and the constant terms therefore balance separately:
\begin{align}
\frac{\hbar^2}{m^*a^*}&=\frac{e^2}{4\pi\varepsilon_0\varepsilon}
\quad\Rightarrow\quad
a^*=\frac{4\pi\varepsilon_0\hbar^2}{m_ee^2}\,\frac{\varepsilon m_e}{m^*}
=a_0\frac{\varepsilon m_e}{m^*},\\
E&=-\frac{\hbar^2}{2m^*a^{*2}}
=-\frac{\hbar^2}{2m_ea_0^2}\,\frac{m^*/m_e}{\varepsilon^2}.
\end{align}
The function has no node and is the ground state. For the given parameters $a^*=30\,a_0=1.588$ nm, and the binding energy $E_b=-E$ is 50.4 meV.

Normalization fixes $N$:
\begin{equation}
1=4\pi N^2\int_0^\infty r^2e^{-2r/a^*}\,dr
=4\pi N^2\,\frac{2}{(2/a^*)^3}=\pi a^{*3}N^2 ,
\end{equation}
so that $|F(0)|^2=1/(\pi a^{*3})$. With the assumed Bloch density this is also $|\psi(0)|^2$.

\subsection{Vacuum reference}

In vacuum the muon recoils. The relative motion has the reduced mass $m_e/(1+m_e/m_\mu)$, and the same solution with $\varepsilon=1$ gives
\begin{equation}
|\psi_{\rm vac}(0)|^2=\frac{1}{\pi a_0^3\,(1+m_e/m_\mu)^3}.
\end{equation}
Inserted in (\ref{eq:contact}), this density gives 4464.2 MHz, within 0.03\% of the stated vacuum value. Dividing the coupling in the solid by the vacuum coupling removes the common prefactor:
\begin{equation}
A^*_{\rm fixed}=A_{\rm vac}\left(\frac{m^*}{m_e\varepsilon}\right)^3
\left(1+\frac{m_e}{m_\mu}\right)^3 .
\label{eq:fixed}
\end{equation}
The last factor is 1.0146, and therefore $A^*_{\rm fixed}=0.1677$ MHz.

\section{Comparison of the two results}

The exact result exceeds the scaling estimate by 1.46\% of the estimate. The whole difference is the recoil factor in (\ref{eq:fixed}): the estimate carried the vacuum recoil over to the solid, whereas a muon held by the lattice has none. If both nuclei are treated as fixed, the cubic law is exact within the model. Numerical diagonalization of the two radial equations in a Laguerre basis, which does not use the scaling law, also gives 0.1653 MHz in that case.

The recoil correction is small beside the uncertainty of the parameters. From (\ref{eq:scaling}),
\begin{equation}
\frac{dA^*}{A^*}=3\left(\frac{dm^*}{m^*}-\frac{d\varepsilon}{\varepsilon}\right).
\end{equation}
At fixed $\varepsilon$, changing the mass by $-10\%$ or $+10\%$ gives 0.12 or 0.22 MHz. At fixed mass, changing $\varepsilon$ by $+10\%$ or $-10\%$ gives 0.12 or 0.23 MHz. The second and third decimals of 0.165 MHz thus belong to the arithmetic of the stated model. The scaling value is used below.

\section{Precession lines}

Let the field lie along $z$, and let $\nu_e$ and $\nu_\mu$ be the electron and muon Zeeman frequencies. Then
\begin{equation}
\frac{H}{h}=A^*\mathbf S\cdot\mathbf I+\nu_eS_z-\nu_\mu I_z .
\end{equation}
Label the states by the signs of $S_z$ and $I_z$. The states $++$ and $--$ are eigenstates. The other two are coupled by the matrix element $A^*/2$. The four levels are
\begin{align}
E_{\pm\pm}/h&=\frac{A^*}{4}\pm\frac{\nu_e-\nu_\mu}{2},\\
E_{\pm\mp}/h&=-\frac{A^*}{4}\pm\frac R2,\qquad
R=\sqrt{(\nu_e+\nu_\mu)^2+A^{*2}} .
\end{align}
In the second line the labels name the dominant component at high field. At zero field $R=A^*$: three levels lie at $A^*/4$ and one at $-3A^*/4$, so the triplet--singlet interval is $A^*$.

A muon flip with the electron spin up or down has the frequency
\begin{align}
\nu_\uparrow&=\frac{E_{+-}-E_{++}}{h}=\frac{R-\nu_e+\nu_\mu}{2}-\frac{A^*}{2},\\
\nu_\downarrow&=\frac{E_{--}-E_{-+}}{h}=\frac{R-\nu_e+\nu_\mu}{2}+\frac{A^*}{2}.
\end{align}
Their separation is $A^*$. At 10 mT, $\nu_e=280.2$ MHz is far larger than $A^*$. Expanding the root gives $R\simeq\nu_e+\nu_\mu+A^{*2}/[2(\nu_e+\nu_\mu)]$, so the common term is $\nu_\mu$ plus about $2\times10^{-5}$ MHz. With $\nu_\mu=1.3554$ MHz, the lines lie at
\begin{equation}
1.3554\mp\frac{0.1653}{2}\ \text{MHz}=1.2728\ \text{and}\ 1.4381\ \text{MHz}.
\end{equation}

Two lines of equal amplitude add to an oscillation at $\nu_\mu$ multiplied by $\cos(\pi A^*t)$. This factor first vanishes at $t=1/(2A^*)=3.0\ \mu$s. The muon's mean life is roughly 2 $\mu$s, so following the beat to its first zero takes data extending over more than one mean life.

\section{How far the number can be trusted}

\subsection{Incomplete screening near the muon}

The contact coupling samples the one point at which a macroscopic dielectric constant is least justified. A simple model lets the bare charge reappear at short distance:
\begin{equation}
V(r)=-\frac{e^2}{4\pi\varepsilon_0r}
\left[\frac1\varepsilon+\left(1-\frac1\varepsilon\right)e^{-r/\lambda}\right].
\end{equation}
The bracket tends to 1 at the muon and to $1/\varepsilon$ far away. With mass and $\varepsilon$ unchanged, numerical solution gives 0.66 MHz for $\lambda=0.05$ nm and 5.5 MHz for $\lambda=0.10$ nm. These are 4 and 33 times the scaling result. Doubling a length much smaller than $a^*$ has changed the coupling by a factor of about eight.

These values measure sensitivity and do not predict a material's coupling. An effective mass has no secure meaning over distances below the lattice spacing, and the Bloch density at the muon, which multiplies the result, has still been set to its cell average.

\subsection{Response of the lattice}

The static constant $\varepsilon=9$ includes the displacement of ions. Ions follow the electron fully only if its motion is slow compared with the optical phonons. For a rough phonon energy of 72 meV, the ratio of binding to phonon energy is 0.70, which is not small. With no ionic response and a rough high-frequency constant of 4, the same mass would give 1.88 MHz. This rigid-lattice value is not the limit of a fast electron, because the muon is a static charge and the ions screen it whatever the electron does. In the fast-electron limit the ions respond to the muon and to the averaged electron cloud. The electron then feels the Coulomb term with $\varepsilon=9$ plus an attraction to its own density $|F|^2$ with strength $1/4-1/9$. Solved self-consistently at the same mass, this model gives about 0.35 MHz, roughly twice the scaling result. At a ratio of 0.70 neither limit applies cleanly; a proper treatment would include the electron--phonon interaction, which also affects the mass.

\subsection{Temperature and free carriers}

Let free electrons of density $n$ be maintained in equilibrium with the donor. An empty donor has statistical weight 1. An occupied one has weight $2e^{(\mu+E_b)/k_BT}$, where the chemical potential $\mu$ is measured from the band edge and the 2 counts spin. Excited donor states are left out, so the result describes the ground state only; at room temperature the first excited shell would hold a similar share, and the next shells of the unscreened series would hold more. For a dilute electron gas $n=N_ce^{\mu/k_BT}$, with $N_c$ the effective band density. Eliminating $\mu$ gives the occupation
\begin{equation}
f=\frac{2(n/N_c)e^{E_b/k_BT}}{1+2(n/N_c)e^{E_b/k_BT}}
=\frac{n}{n+\frac12N_ce^{-E_b/k_BT}} .
\end{equation}
At 300 K, $k_BT=25.85$ meV and $N_c=4.12\times10^{18}$ cm$^{-3}$. For $n=10^{16}$ cm$^{-3}$,
\begin{equation}
f=\frac{10^{16}}{10^{16}+2.06\times10^{18}\,e^{-50.4/25.85}}\simeq3\% .
\end{equation}
At 50 K and the same density, $f$ exceeds 99.9\%. This density would have to be supplied otherwise, for example by a gate: donors of this depth freeze out, and $10^{17}$ cm$^{-3}$ of them, uncompensated, give only about $3\times10^{14}$ cm$^{-3}$ free electrons at 50 K, for which $f$ is still above 99\%. Low temperature thus favours the bound state, but occupation alone does not ensure split lines. The bound electron must also keep its spin state for a time of order $1/(\pi A^*)\simeq2\ \mu$s, and free electrons that collide with the donor can exchange spin with it. For a rough cross-section $\pi a^{*2}$ and a mean thermal speed of $8\times10^4$ m/s, the density $10^{16}$ cm$^{-3}$ gives about $6\times10^9$ collisions per second at 50 K. If spin exchange occurs at anything near this rate, the muon sees only an averaged coupling and the two lines merge. Split lines therefore call for far fewer free carriers as well as low temperature.

Free carriers also screen the muon. At 50 K and $10^{16}$ cm$^{-3}$ the Debye formula gives a length of 14.6 nm, about nine times $a^*$. A static potential screened over this length lowers the coupling by 1.6\% to 0.163 MHz. This is only a rough indication: a sphere of that radius holds 0.13 free electrons on average, whereas Debye screening assumes many. Transistor channels can hold far more electrons, roughly $10^{18}$ cm$^{-3}$ or above. At 50 K the screening length at such densities becomes comparable with $a^*$, the dilute-gas formulas fail, and a bound hydrogenic state cannot be taken for granted.

\subsection{A real oxide}

The parameters are rough values typical of n-type ZnO. In ZnO the observed muonium couplings are roughly several tenths of a MHz and depend on the field direction. The model gives the right smallness compared with vacuum, but its value is low by a factor of a few, and its spherical state cannot produce the directional dependence. Two assumptions are open to doubt: the absence of a central cell and the full response of the lattice. In the models above, incomplete screening near the muon raises the coupling by a factor of 4 or more for the lengths chosen, and the fast-electron limit of the lattice response raises it by a factor of about 2. Both act in the direction needed, but these rough models do not tell how the discrepancy is shared between them. In an amorphous film the muon sites also differ from one another, so a spread of couplings is to be expected in place of one sharp value. The numerical output below collects the values for the chosen parameters.

\section*{Computed results}
\begin{verbatim}
Input vacuum coupling: 4463 MHz
Input effective mass: 0.30 electron masses
Input static dielectric constant: 9.0 (dimensionless)
Vacuum coupling from magnetic moments: 4464.2 MHz
Radius ratio donor/vacuum: 30.00 (dimensionless)
Donor Bohr radius: 1.588 nm
Contact-density ratio: 3.7037e-05 (dimensionless)
Donor coupling, scaling law: 0.1653 MHz
Donor coupling, scaling law: 165.3 kHz
Donor coupling, radial diagonalization: 0.1653 MHz
Donor binding energy: 50.4 meV
Wrong scaling like binding energy: 16.53 MHz
Applied field: 10.0 mT
Bare muon frequency in this field: 1.3554 MHz
Electron Zeeman frequency: 280.2 MHz
Lower muon line: 1.2728 MHz
Upper muon line: 1.4381 MHz
Line separation: 0.1653 MHz
Coupling with muon held fixed: 0.1677 MHz
Change with muon held fixed: 1.46 percent
Coupling for mass +10 percent: 0.2200 MHz
Coupling for mass -10 percent: 0.1205 MHz
Coupling for eps +10 percent: 0.1242 MHz
Coupling for eps -10 percent: 0.2267 MHz
Rough high-frequency dielectric constant: 4.0 (dimensionless)
Coupling with no lattice response: 1.88 MHz
Rough optical phonon energy: 72 meV
Binding/phonon energy ratio: 0.70 (dimensionless)
Coupling, core screening length 0.05 nm: 0.655 MHz
  enhancement over scaling law: 3.96 (dimensionless)
Coupling, core screening length 0.10 nm: 5.455 MHz
  enhancement over scaling law: 33.00 (dimensionless)
Free-electron density: 1.0e+16 cm^-3
Thermal energy at 50 K: 4.31 meV
Band density at 50 K: 2.81e+17 cm^-3
Donor occupation at 50 K: 99.99 percent
Thermal energy at 300 K: 25.85 meV
Band density at 300 K: 4.12e+18 cm^-3
Donor occupation at 300 K: 3.29 percent
Debye length at 50 K: 14.6 nm
Coupling with carrier screening at 50 K: 0.1627 MHz
Change by carrier screening: -1.57 percent
\end{verbatim}
